**Surface electric field after a magnetic field step on a metal**

For an Ohmic half-space the program tests E(0,t) = H0 √(μ/(πσt)), where H0 is the tangential magnetic field switched on at t = 0, μ the permeability, σ the conductivity and t the time. It solves the diffusion equation on a grid and asserts agreement with the surface law and with the error-function profile; the largest relative error of the surface law is 1.6 × 10⁻⁴, and the decay exponent found is −0.5000. Further assertions cover a slab of finite thickness, a linear ramp of the source, carrier inertia and the surface heating. The case with displacement current is compared with direct time stepping of Maxwell's equations. For a 3 µm rhodium plane with rough material values and H0 = 10 mA/µm, the output gives a surface field of 4.47 V/cm at 10 ps. A 1 ps rise time changes this by 2.6 %, while the back face adds 21 % at 100 ps. Warming the plane by 80 K raises the 10 ps field by 15 %.

## Program and output

```python
"""
Result under test: a metal half-space z > 0 (permeability mu, conductivity
sigma) whose tangential surface magnetic field is switched from 0 to H0 at t = 0
has the surface electric field E(0,t) = H0*sqrt(mu/(pi*sigma*t)).
D = 1/(mu*sigma) is the magnetic diffusivity, tau the carrier relaxation time,
eps the permittivity. Tests use dimensionless values; the example uses SI inside.
Limits tested too: displacement current, carrier inertia, slab, ramp, heating.
"""
import numpy as np
from scipy.constants import mu_0, epsilon_0
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfc, ive


def law(H0, mu, sigma, t):
    return H0 * np.sqrt(mu / (np.pi * sigma * t))


def displacement_field(H0, mu, sigma, eps, t):
    return H0 * np.sqrt(mu / eps) * ive(0, sigma * t / (2 * eps))


def inertia_field(H0, mu, sigma, tau, t):
    p = t / (2 * tau)
    return 0.5 * H0 * np.sqrt(mu / (sigma * tau)) * (ive(0, p) + ive(1, p))


def slab_factor(D, d, t):
    n = np.arange(1, 60)
    return 1 + 2 * np.sum(np.exp(-n**2 * d**2 / (D * t)))


def ramp_factor(t, rise):
    return 2 * np.sqrt(t) * (np.sqrt(t) - np.sqrt(t - rise)) / rise


# Discretised second derivative on 0 < z < L, with H given at z=0 and H(L)=0.
N, L = 900, 15.0
h = L / (N + 1)
z = h * np.arange(1, N + 1)
eigenvalues, V = eigh_tridiagonal(np.full(N, 2 / h**2), np.full(N - 1, -1 / h**2))
boundary_drive = V[0] / h**2       # modal weights of the surface value
steady = V.T @ (1 - z / L)         # modal weights of the final linear profile


def surface_current(profile, H_surface):
    """J = -dH/dz at z = 0 by a one-sided second-order difference."""
    return (3 * H_surface - 4 * profile[0] + profile[1]) / (2 * h)


def diffused_profile(H0, D, t):
    return H0 * (V @ (steady * (1 - np.exp(-D * eigenvalues * t))))


def grid_field(H0, mu, sigma, t):
    profile = diffused_profile(H0, 1 / (mu * sigma), t)
    return surface_current(profile, H0) / sigma


# Main law and field profile, for two different metals.
H_test = 1.4
worst_law = 0.0
for mu, sigma in ((1.7, 0.6), (0.5, 3.0)):
    D = 1 / (mu * sigma)
    for t in (0.5, 1.0, 4.0):
        error = abs(grid_field(H_test, mu, sigma, t) / law(H_test, mu, sigma, t) - 1)
        worst_law = max(worst_law, error)
        exact_profile = H_test * erfc(z / (2 * np.sqrt(D * t)))
        assert np.max(abs(diffused_profile(H_test, D, t) - exact_profile)) < 1e-3
assert worst_law < 1e-3
mu, sigma = 1.7, 0.6
D = 1 / (mu * sigma)
exponent = np.log(grid_field(H_test, mu, sigma, 4.0)
                  / grid_field(H_test, mu, sigma, 1.0)) / np.log(4.0)
assert abs(exponent + 0.5) < 1e-3

# Slab: times long enough for the back face to matter.
worst_slab = 0.0
for fraction in (0.1, 0.3, 1.0):
    t = fraction * L**2 / D
    predicted = law(H_test, mu, sigma, t) * slab_factor(D, L, t)
    worst_slab = max(worst_slab, abs(grid_field(H_test, mu, sigma, t) / predicted - 1))
assert worst_slab < 1e-3

# Ramp: time stepping of the driven diffusion equation (trapezoidal rule).
rise, t_end, steps = 0.5, 1.5, 6000
dt = t_end / steps
rate = D * eigenvalues
modes = np.zeros(N)
for n in range(steps):
    drive = 0.5 * (min(n * dt / rise, 1) + min((n + 1) * dt / rise, 1))
    modes = ((1 - rate * dt / 2) * modes
             + dt * D * H_test * boundary_drive * drive) / (1 + rate * dt / 2)
ramp_numeric = surface_current(V @ modes, H_test) / sigma
ramp_error = abs(ramp_numeric / (law(H_test, mu, sigma, t_end)
                                 * ramp_factor(t_end, rise)) - 1)
assert ramp_error < 2e-3

# Carrier inertia: tau*dJ/dt + J = sigma*E on the same grid.
tau = 0.2
worst_inertia = 0.0
slow_rate = rate / (1 + tau * rate)
start = H_test * tau * D * boundary_drive / (1 + tau * rate)
for t in (0.4, 1.0, 4.0):
    transient = (start - H_test * steady) * np.exp(-slow_rate * t)
    J = surface_current(V @ (H_test * steady + transient), H_test)
    dJ_dt = surface_current(V @ (-slow_rate * transient), 0.0)
    numeric = (J + tau * dJ_dt) / sigma
    worst_inertia = max(worst_inertia,
                        abs(numeric / inertia_field(H_test, mu, sigma, tau, t) - 1))
assert worst_inertia < 2e-3
late_inertia = numeric / law(H_test, mu, sigma, t) - 1
assert abs(late_inertia + tau / (4 * t)) < 1.5e-3

# Surface heating per volume: integral of J*E over time on the grid.
times = np.geomspace(0.5, 5.0, 41)
heating_power = np.array([sigma * grid_field(H_test, mu, sigma, t)**2 for t in times])
heat_numeric = trapezoid(heating_power * times, np.log(times))
heat_formula = mu * H_test**2 * np.log(times[-1] / times[0]) / np.pi
assert abs(heat_numeric / heat_formula - 1) < 1e-3

# Full Maxwell equations with displacement current, stepped on a staggered grid.
mu_w, eps_w, sigma_w = 0.5, 2.0, 1.5      # wave speed 1, so step = cell
cell, last_time = 0.01, 40.0
cells, wave_steps = 2100, int(round(last_time / cell))
E = np.zeros(cells + 1)
H = np.zeros(cells)
surface_E = [0.0]
gain = 1 / (eps_w / cell + sigma_w / 2)
keep = (eps_w / cell - sigma_w / 2) * gain
for n in range(wave_steps + 1):
    H_surface = 0.5 * H_test if n == 0 else H_test   # first sample lies on the jump
    E[1:-1] = keep * E[1:-1] - gain * (H[1:] - H[:-1]) / cell
    E[0] = keep * E[0] - gain * (H[0] - H_surface) / (cell / 2)
    H -= (E[1:] - E[:-1]) / mu_w
    surface_E.append(E[0])
worst_wave = 0.0
for t in (0.5, 2.0, 10.0, 40.0):
    n = int(round(t / cell))
    numeric = 0.5 * (surface_E[n] + surface_E[n + 1])
    exact = displacement_field(H_test, mu_w, sigma_w, eps_w, t)
    worst_wave = max(worst_wave, abs(numeric / exact - 1))
assert worst_wave < 2e-3
late_wave = numeric / law(H_test, mu_w, sigma_w, t) - 1
assert abs(late_wave - eps_w / (4 * sigma_w * t)) < 6e-4

print("TESTS (dimensionless)")
print(f"largest relative error of surface law: {worst_law:.1e}")
print(f"decay exponent found on the grid: {exponent:.4f}")
print(f"largest relative error, slab: {worst_slab:.1e}")
print(f"relative error, ramp: {ramp_error:.1e}")
print(f"largest relative error, carrier inertia: {worst_inertia:.1e}")
print(f"largest relative error, displacement current: {worst_wave:.1e}")

# Worked example: broad rhodium plane, rough typical material values.
H0 = 1.0e4                 # A/m
resistivity = 5.0e-8       # ohm m
thickness = 3.0e-6         # m
free_path = 7.0e-9         # m
carrier_speed = 7.0e5      # m/s
rise_time = 1.0e-12        # s
heat_capacity = 3.0e6      # J/(m^3 K)
temperature_coefficient = 0.004   # 1/K
warming = 80.0             # K
sigma_Rh = 1 / resistivity
D_Rh = resistivity / mu_0
tau_Rh = free_path / carrier_speed

print("INPUTS (rhodium, rough values)")
print(f"H0 = {H0 * 1e-3:.1f} mA/um")
print(f"resistivity = {resistivity * 1e8:.1f} uOhm cm")
print(f"thickness = {thickness * 1e6:.1f} um")
print(f"mean free path = {free_path * 1e9:.1f} nm")
print(f"carrier speed = {carrier_speed:.1e} m/s")
print(f"rise time = {rise_time * 1e12:.1f} ps")
print(f"heat capacity = {heat_capacity * 1e-6:.1f} J/(cm^3 K)")
print(f"resistivity temperature coefficient = {temperature_coefficient:.3f} 1/K")
print("DERIVED")
print(f"magnetic diffusivity D = {D_Rh * 1e4:.1f} cm^2/s")
print(f"relaxation time tau = {tau_Rh * 1e15:.1f} fs")
print(f"eps0/sigma = {epsilon_0 / sigma_Rh * 1e18:.3f} as")
print(f"slab diffusion time d^2/D = {thickness**2 / D_Rh * 1e12:.1f} ps")
for t in (1e-12, 1e-11, 1e-10):
    field = law(H0, mu_0, sigma_Rh, t)
    depth = np.sqrt(np.pi * D_Rh * t)
    inertia_change = inertia_field(H0, mu_0, sigma_Rh, tau_Rh, t) / field - 1
    print(f"AT t = {t * 1e12:.0f} ps")
    print(f"  surface field = {field * 1e-2:.3f} V/cm = {field:.1f} V/m")
    print(f"  surface current density = {field * sigma_Rh * 1e-10:.3f} MA/cm^2")
    print(f"  equivalent depth = {depth * 1e6:.3f} um")
    print(f"  change by rise time = {100 * (ramp_factor(t, rise_time) - 1):.2f} %")
    print(f"  change by back face = {100 * (slab_factor(D_Rh, thickness, t) - 1):.2g} %")
    print(f"  change by carrier inertia = {100 * inertia_change:.4f} %")
    print(f"  mean free path / depth = {100 * free_path / depth:.2f} %")
t = 1e-11
displacement_change = epsilon_0 / (4 * sigma_Rh * t)
temperature_rise = mu_0 * H0**2 * np.log(t / tau_Rh) / (np.pi * heat_capacity)
hot_sigma = sigma_Rh / (1 + temperature_coefficient * warming)
hot_field = law(H0, mu_0, hot_sigma, t)
print("OTHER NEGLECTED EFFECTS AT 10 ps")
print(f"change by displacement current = {100 * displacement_change:.1e} %")
print(f"surface self-heating, from tau on = {temperature_rise * 1e3:.3f} mK")
print(f"surface field when {warming:.0f} K warmer = {hot_field * 1e-2:.3f} V/cm")
print(f"change by this warming = {100 * (hot_field / law(H0, mu_0, sigma_Rh, t) - 1):.1f} %")
print("tests ok")
```

It prints:

```
TESTS (dimensionless)
largest relative error of surface law: 1.6e-04
decay exponent found on the grid: -0.5000
largest relative error, slab: 2.3e-06
relative error, ramp: 4.3e-05
largest relative error, carrier inertia: 2.0e-04
largest relative error, displacement current: 1.2e-05
INPUTS (rhodium, rough values)
H0 = 10.0 mA/um
resistivity = 5.0 uOhm cm
thickness = 3.0 um
mean free path = 7.0 nm
carrier speed = 7.0e+05 m/s
rise time = 1.0 ps
heat capacity = 3.0 J/(cm^3 K)
resistivity temperature coefficient = 0.004 1/K
DERIVED
magnetic diffusivity D = 397.9 cm^2/s
relaxation time tau = 10.0 fs
eps0/sigma = 0.443 as
slab diffusion time d^2/D = 226.2 ps
AT t = 1 ps
  surface field = 14.142 V/cm = 1414.2 V/m
  surface current density = 2.828 MA/cm^2
  equivalent depth = 0.354 um
  change by rise time = 100.00 %
  change by back face = 0 %
  change by carrier inertia = -0.2509 %
  mean free path / depth = 1.98 %
AT t = 10 ps
  surface field = 4.472 V/cm = 447.2 V/m
  surface current density = 0.894 MA/cm^2
  equivalent depth = 1.118 um
  change by rise time = 2.63 %
  change by back face = 3e-08 %
  change by carrier inertia = -0.0250 %
  mean free path / depth = 0.63 %
AT t = 100 ps
  surface field = 1.414 V/cm = 141.4 V/m
  surface current density = 0.283 MA/cm^2
  equivalent depth = 3.536 um
  change by rise time = 0.25 %
  change by back face = 21 %
  change by carrier inertia = -0.0025 %
  mean free path / depth = 0.20 %
OTHER NEGLECTED EFFECTS AT 10 ps
change by displacement current = 1.1e-06 %
surface self-heating, from tau on = 0.092 mK
surface field when 80 K warmer = 5.138 V/cm
change by this warming = 14.9 %
tests ok
```
